Surface Scattering and the Resistivity of Thick Metallic Films

A metal film of thickness d occupies 0 < z < d and carries current along x, parallel to its surfaces. Some electrons that strike a surface lose their drift there, so the film resistivity ρ exceeds the bulk value ρ0. The problem is to find how large the excess is when d is much greater than the bulk mean free path λ.

The metal is modelled as a degenerate electron gas with a spherical Fermi surface of radius k_F and speed v_F. Bulk scattering is elastic and isotropic, with one relaxation time τ, so λ = v_F τ. This λ does not change with thickness. The surfaces are flat and parallel. An electron striking either one is reflected specularly with probability p, whatever its angle; otherwise it is re-emitted diffusely, at unchanged energy and with no memory of its incoming direction. Grain boundaries, size quantization and anisotropic bands are left out. The response is linear in the electric field F along x. In a steady state F does not depend on z, because the field has no curl and nothing varies along x.

**(a) Find the bulk conductivity σ0 in terms of k_F, λ and the electron density n.**

**Solution.** Let the electron charge be −e and write the distribution as f = f0 + f1, where f0 is the equilibrium distribution and f1 is proportional to F. The force on an electron is −eF, and

∂f0/∂k_x = ħv_x ∂f0/∂ε.

The steady, uniform, linearized Boltzmann equation is therefore

−eF v_x ∂f0/∂ε = −f1/τ,

which gives

f1 = eFτ v_x ∂f0/∂ε ≡ f_b.

Since ∂f0/∂ε is negative, states with v_x > 0 are depleted: electrons drift against the field. Isotropic scattering returns electrons in proportion to the directional average of f1. That average vanishes because f1 is odd in v_x, so relaxation towards f0 is consistent.

With two spin states, the current density is

j = −e · 2∫ d³k/(8π³) v_x f_b = [e²Fτ/(4π³)] ∫ d³k v_x² (−∂f0/∂ε).

For a degenerate gas, −∂f0/∂ε acts as a delta function at the Fermi energy. Write d³k = k² dε dΩ/(ħv) and v_x = v_F u_x, where u_x is a direction cosine. Then

σ0 = [e²k_F² v_F τ/(4π³ħ)] ∫ u_x² dΩ.

By symmetry the squares of the three direction cosines have equal integrals. They sum to 4π, so each is 4π/3. Hence

σ0 = e²k_F²λ/(3π²ħ).

The filled sphere contains

n = 2(4πk_F³/3)/(8π³) = k_F³/(3π²)

electrons per unit volume, and so

σ0 = ne²λ/(ħk_F), ρ0 = 1/σ0.

The product ρ0λ = ħk_F/(ne²) depends on the density but not on the bulk scattering.

**(b) Set up the kinetic equation in the film and its conditions at the two surfaces.**

**Solution.** In the film f1 depends on z, which adds the term v_z ∂f1/∂z:

v_z ∂f1/∂z + f1/τ = eF v_x ∂f0/∂ε = f_b/τ.

Write f1 = g f_b, where g measures the local disturbance relative to its bulk value. The common factor f_b does not depend on z and cancels. Let μ = |v_z|/v_F, and let g+ and g− refer to electrons moving towards larger and smaller z. Multiplication by τ gives

λμ ∂g+/∂z + g+ = 1,
−λμ ∂g−/∂z + g− = 1.

At z = 0 the outgoing distribution has a specular and a diffuse part:

f(outgoing) = p f(incoming, v_z reversed) + (1−p) f_d.

Here f_d depends on energy but not on direction. No electrons accumulate at the surface, so at each energy the outgoing flux equals the incoming flux. The specular part returns a fraction p of the incoming flux, and f_d must carry the same flux as the complete incoming distribution.

The incoming distribution is f0 + g− f_b. Its second term varies as cos φ, where φ is the azimuth about the z axis, and contributes nothing to the flux after integration over φ. Therefore f_d = f0. Subtracting f0 from both sides of the surface condition leaves

g+(0) = p g−(0).

Specular reflection preserves v_x, so the factor f_b is the same on both sides. The same argument at the upper surface gives

g−(d) = p g+(d).

Diffuse re-emission thus conserves electrons while removing their mean drift.

**(c) Solve these equations and express the film conductivity σ as an integral over μ.**

**Solution.** The constant 1 solves both differential equations. Adding the homogeneous solutions gives

g+ = 1 − A exp[−z/(λμ)],
g− = 1 − B exp[−(d−z)/(λμ)].

Define κ = d/λ and S = exp(−κ/μ). S is the probability that an electron crosses the film in direction μ without a bulk collision. The surface conditions become

1 − A = p(1 − BS),
1 − B = p(1 − AS).

Subtracting the second from the first gives B − A = pS(A − B), or (B − A)(1 + pS) = 0. The second factor is positive, so A = B. The first condition then reads 1 − A = p − pAS, and

A = (1−p)/(1−pS).

The current weight of a direction is u_x² = (1−μ²)cos²φ. The φ integral of cos²φ is π, and the bulk normalization is 4π/3. The local current density is therefore

j(z)/(σ0F) = (3/4) ∫₀¹ (1−μ²)(g+ + g−) dμ.

For g+ = g− = 1 the right side is (3/4)·2·(2/3) = 1, as required.

All depths feel the same field and conduct in parallel, so the film conductivity is the thickness average of j/F. For each direction of travel,

(1/d)∫₀ᵈ g± dz = 1 − A(μ/κ)(1−S).

The two directions contribute equally, which gives

σ/σ0 = (3/2) ∫₀¹ (1−μ²)[1 − A(μ/κ)(1−S)] dμ.

Since ∫₀¹(1−μ²)dμ = 2/3, the first term is 1. Inserting A gives

σ/σ0 = 1 − [3(1−p)/(2κ)] ∫₀¹ μ(1−μ²)(1−S)/(1−pS) dμ.

This is the Fuchs–Sondheimer conductivity. It holds at any κ within the stated model. For p = 1 it gives σ = σ0 at every thickness, because mirror reflection preserves the drift.

**(d) Evaluate the conductivity for κ ≫ 1, and bound what is neglected.**

**Solution.** When the film is thick, S is small for every μ, since μ ≤ 1. Separate its effect by writing the numerator as

1 − S = (1−pS) − (1−p)S.

Then

(1−S)/(1−pS) = 1 − (1−p)S/(1−pS).

The first term requires the elementary integral

∫₀¹ μ(1−μ²)dμ = 1/2 − 1/4 = 1/4.

Multiplying by 3(1−p)/(2κ) defines

x = 3(1−p)/(8κ),

and the conductivity becomes

σ/σ0 = 1 − x + R,

R = [3(1−p)²/(2κ)] ∫₀¹ μ(1−μ²) S/(1−pS) dμ.

R is not negative. The function S/(1−pS) increases with S, because its derivative is 1/(1−pS)², and the largest S is e^(−κ), at μ = 1. Hence

0 ≤ R ≤ x(1−p)e^(−κ)/[1−p e^(−κ)] ≤ x e^(−κ).

The last inequality follows from 1−p ≤ 1−p e^(−κ). The conductivity thus has a single inverse-power correction, and the rest is exponentially small.

R describes communication between the surfaces. The term x treats each surface as the boundary of a half-space. In a finite film, the disturbance leaving one surface is cut off at the other, which reduces the loss by the factor 1−S. Some electrons also arrive already disturbed, which raises A by the factor 1/(1−pS). The product of these factors is at most 1, so the net effect is a smaller loss.

**(e) Obtain the leading correction to the resistivity, and the error made by stopping there.**

**Solution.** The resistivity is the reciprocal of the averaged conductivity:

ρ/ρ0 = 1/(1 − x + R).

For fixed p and κ → ∞, R is smaller than any inverse power of κ. Expanding the reciprocal gives

ρ/ρ0 = 1 + x + x² + …,

and the leading correction is

**(ρ − ρ0)/ρ0 ≈ (3/8)(λ/d)(1−p).**

The factor 3/8 is the product of 3/2 from the angular normalization and 1/4 from the integral over μ. The factor 1−p is the fraction of surface encounters that destroy the drift.

The quadratic term comes from taking the reciprocal, not from a further scattering process. The error of the linear law ρ_lin = ρ0(1+x), relative to the full model resistivity, is

1 − ρ_lin/ρ = 1 − (1+x)(1−x+R) = x² − R(1+x).

For a thick film this is close to x², so doubling the thickness reduces the relative error about fourfold.

In absolute terms,

ρ − ρ0 ≈ (3/8)(ρ0λ)(1−p)/d.

By part (a), ρ0λ is fixed by the density. At leading order, a cleaner material with the same n and p therefore has the same absolute increase in resistivity, although the increase is a larger fraction of its smaller ρ0. The cleaner film must also be thicker before d ≫ λ holds.

**(f) Where in a thick film is the current lost, and what happens if the surfaces have different specularities p₁ and p₂?**

**Solution.** Near the lower surface of a thick film, incoming electrons have g− = 1 up to exponentially small terms, while outgoing electrons have

g+ = 1 − (1−p)exp[−z/(λμ)].

At z = 0 the sum g+ + g− is 1+p, and the local current formula gives

j(0)/(σ0F) = (3/4)(2/3)(1+p) = (1+p)/2.

Even a fully diffuse surface leaves half the bulk current density beside it, carried by electrons that have not yet struck it. The disturbance of the outgoing electrons decays over the normal distance λμ.

The current lost near this surface, expressed as a thickness of bulk material, is

∫₀^∞ dz (3/4)∫₀¹(1−μ²)(1−p)e^(−z/(λμ))dμ
= (3/4)(1−p)λ∫₀¹ μ(1−μ²)dμ
= 3λ(1−p)/16.

The z integral supplied the factor λμ. Two equal surfaces lose twice this, so the sheet conductance of a thick film is

σd = σ0(d − ℓ), ℓ = (3/8)λ(1−p),

up to exponentially small terms. The length ℓ is an equivalent loss, not the width of a layer without current.

For unequal surfaces the conditions of part (c) become

A = 1−p₁+p₁BS, B = 1−p₂+p₂AS.

When S is negligible, A = 1−p₁ and B = 1−p₂. The losses add:

ℓ = (3λ/16)[(1−p₁)+(1−p₂)] = (3λ/8)[1−(p₁+p₂)/2].

The mean specularity thus replaces p in the thick-film law. For p₁ = 0.2, p₂ = 0.6 and κ = 10, the predicted fractional conductivity loss is 3(1−0.4)/80 = 0.0225. A finite-difference solution of the kinetic equation gives the same value to the printed accuracy.

**(g) For contrast, find the leading behaviour of a fully diffuse film when κ ≪ 1.**

**Solution.** Set p = 0, so that A = 1, and let s = κ/μ. The conductivity from part (c) is

σ/σ0 = (3/2)∫₀¹(1−μ²)h(s)dμ, h(s) = 1−(1−e^(−s))/s.

The function h lies between 0 and 1, so directions with μ < κ contribute at most a term of order κ. For μ > κ, expansion of the exponential gives h = s/2 with an error no larger than s²/6. The integral of s² from μ = κ to 1 is κ²(1/κ−1), which is also of order κ. The leading contribution is

(3/2)∫_κ¹ [κ/(2μ)]dμ = (3κ/4)ln(1/κ).

The term containing μ² adds another contribution of order κ. Thus, to leading logarithmic accuracy,

σ/σ0 ≈ (3κ/4)ln(1/κ), ρ/ρ0 ≈ 4/[3κ ln(1/κ)].

The logarithm comes from electrons moving nearly parallel to the surfaces, which travel far between encounters. The thick-film law would give 3/(8κ) here, without the logarithm, so it cannot be extended to this limit. The logarithmic form is approached slowly. With the order-κ terms kept, ln(1/κ) is replaced by ln(1/κ) + 0.423 as κ → 0, and the leading form of σ is low by about 17% at κ = 0.1 and 9% at κ = 0.01. With the parameters of part (h), κ = 0.01 means d = 0.1 nm, less than the Fermi wavelength 2π/k_F = 0.55 nm, so size quantization invalidates the classical model before the leading form is accurate.

**(h) Evaluate the result for n = 5.00×10²⁸ m⁻³, λ = 10.0 nm and p = 0.50, at thicknesses of 20, 50, 100 and 200 nm.**

**Solution.** These are round model parameters, not those of a particular metal. The Fermi wave number is

k_F = (3π²n)^(1/3) = 1.140×10¹⁰ m⁻¹.

The formula of part (a) gives σ0 = 1.068×10⁷ S/m, and its reciprocal is

ρ0 = 9.364×10⁻⁸ Ω m = 9.364 μΩ cm.

The equivalent lost thickness is

ℓ = (3/8)(10.0 nm)(1−0.50) = 1.875 nm.

At 100 nm, κ = 10 and x = 1.875/100 = 0.01875. The linear law gives

ρ_lin = 9.3645 × 1.01875 = 9.540 μΩ cm.

The full angular integral gives 9.543 μΩ cm. The same calculation at all four thicknesses, with resistivities in μΩ cm, yields:

- 20 nm: x = 9.38%; linear 10.242, full 10.314.
- 50 nm: x = 3.75%; linear 9.716, full 9.729.
- 100 nm: x = 1.88%; linear 9.540, full 9.543.
- 200 nm: x = 0.94%; linear 9.452, full 9.453.

Relative to the full result, the linear law is low by 0.69%, 0.139%, 0.035% and 0.009%, in the same order. From 100 to 200 nm the error falls by a factor of four, as x² requires. At 20 nm, x² alone would give 0.88%. The smaller error reflects R: the conductivity loss is 0.09204 rather than x = 0.09375, so R = 0.00171 and

x² − R(1+x) = 0.00879 − 0.00187 = 0.0069.

Two numerical checks do not use the angular integral. The first solves the kinetic equation on a grid. At κ = 40 and p = 0, it gives κ(ρ/ρ0−1) = 0.37855, where the limiting value is 0.37500. The difference is the expected effect of finite thickness: with R negligible, κx/(1−x) = 0.375/(1−0.009375) = 0.37855. At κ = 10 and p = 0.5, the grid gives a surface current of 0.750 of the bulk value, in agreement with (1+p)/2.

The second check follows individual electrons to their first bulk collision, including explicit diffuse emission, and obtains the conductivity from the correlation between initial velocity and displacement. At κ = 2 and p = 0.5 the loss is 0.0928 ± 0.0006, where the uncertainty is one standard error. The angular integral gives 0.0920, which differs by little more than one standard error. The simulation gives each diffusely emitted electron a random azimuth, which removes its mean drift by construction. The agreement therefore checks the solution of part (c) for surfaces that erase the drift of a fraction 1−p of the electrons. It does not test the polar law of emission, on which the mean loss does not depend. The numerical output below gives the remaining digits.

**(i) Can a measured 1/d increase in resistivity be taken as proof of surface scattering?**

**Solution.** No. Suppose grain boundaries add a scattering rate inversely proportional to thickness, as they would if grain size grew in proportion to d and the rate varied inversely with grain size. With a dimensionless constant b,

1/λ_eff = 1/λ + b/d.

Since resistivity is proportional to 1/λ_eff at fixed density, this gives

ρ = ρ0(1 + bλ/d),

even with specular surfaces. A non-conducting reacted layer of fixed thickness a has a similar effect. If d includes that layer, the sheet conductance is σ0(d−a), and the apparent resistivity is ρ0/(1−a/d) ≈ ρ0(1+a/d).

If these causes are excluded and the model applies, a straight-line fit of sheet conductance against d, for d ≫ λ, gives σ0 from the slope and ℓ from the intercept on the thickness axis. The intercept determines the product λ(1−p), not λ and p separately. An independent value of n supplies λ through part (a), after which p follows. The value is sensitive to the thickness scale. An offset δ in d shifts p by 8δ/(3λ), so with the parameters of part (h) an unnoticed 0.5 nm non-conducting layer turns p = 0.50 into 0.37, and a 1% error in a thickness of 100 to 200 nm is comparable with ℓ itself. If p depends on angle, as on a rough surface, the thick-film integral of part (d) shows that the fit returns the weighted average 4∫₀¹ μ(1−μ²)p(μ)dμ. For a metal with a strongly anisotropic Fermi surface, the free-electron relation and the factor 3/8 must both be replaced by averages over the actual bands.

Values computed for the example and the checks

```
Electron density: 5.00e+28 m^-3
Mean free path: 10.0 nm
Surface specularity: 0.50 (dimensionless)
Fermi wave number: 1.1397e+10 m^-1
Bulk conductivity: 1.0679e+07 S/m
Bulk resistivity: 9.3645 microohm cm
Equivalent lost thickness: 1.8750 nm
Film results: resistivities in microohm cm
Thickness: 20 nm; d/lambda: 2.0
  linear relative correction: 9.3750 %
  full: 10.3137; linear: 10.2424
  linear-law shortfall: 0.6917 %
Thickness: 50 nm; d/lambda: 5.0
  linear relative correction: 3.7500 %
  full: 9.7292; linear: 9.7156
  linear-law shortfall: 0.1393 %
Thickness: 100 nm; d/lambda: 10.0
  linear relative correction: 1.8750 %
  full: 9.5434; linear: 9.5400
  linear-law shortfall: 0.0352 %
Thickness: 200 nm; d/lambda: 20.0
  linear relative correction: 0.9375 %
  full: 9.4531; linear: 9.4522
  linear-law shortfall: 0.0088 %
Kinetic-grid coefficients at d/lambda = 40 (dimensionless)
  p=0.0: scaled excess 0.37855, limit 0.37500
    scaled second-order part 0.14196, limit 0.14062
  p=0.5: scaled excess 0.18838, limit 0.18750
    scaled second-order part 0.03532, limit 0.03516
Largest grid-integral difference: 1.13e-08
Surface/bulk current, d/lambda=10: 0.75000
Unequal surfaces: p1=0.2, p2=0.6, d/lambda=10
  fractional conductivity loss, grid: 0.022500
  fractional loss, mean-p rule: 0.022500
Path simulation at d/lambda=2 and p=0.5 (dimensionless)
  conductivity loss: 0.09277 +/- 0.00064
  loss from angular integral: 0.09204
```
